\section*{Grain-Boundary Resistivity from Boltzmann Transport with Random Reflecting Planes}

\section{What goes wrong without the result}

A four-point probe gives the sheet resistance $R_s$ of a metal film, and the thickness follows from $t=\rho/R_s$ once the resistivity $\rho$ is known. If the bulk value is used for a fine-grained film, the thickness comes out too small. In the cold indium example below, the error is a factor of two. An ambiguity arises when a grain-boundary reflection probability is extracted from $\rho$: the same data mean $R=0.20$ for a delta plane at normal incidence, but $R=0.33$ in the formula as commonly written, which lacks a factor of 2.

The Mayadas--Shatzkes model represents the grain boundaries that matter by parallel planes perpendicular to the electric field. Its result is
\begin{equation}
\frac{\rho_0}{\rho}=3\left[\frac13-\frac{\alpha}{2}+\alpha^2-\alpha^3\ln\!\left(1+\frac1\alpha\right)\right],\qquad
\alpha=\frac{2l}{d}\,\frac{R}{1-R}.
\label{ms}
\end{equation}
Here $\rho_0$ is the bulk resistivity, $l$ the bulk free path, $d$ the mean plane spacing, and $R$ the reflection probability of one plane at normal incidence and the Fermi energy. The formula is commonly written with $\alpha=(l/d)R/(1-R)$. The derivation shows where the additional 2 comes from.

\section{Model and conventions}

The algebra uses atomic units, $\hbar=m=e=1$, and the electron charge is $-1$. The metal is degenerate with a spherical band, Fermi wavenumber $k$ and speed $v=k$. The field $E$ points along $x$, and $\mu=|k_x|/k$ lies between 0 and 1. Bulk scattering is elastic and isotropic with time $\tau$, so $l=v\tau$. The planes form the potential $\sum_n S\,\delta(x-x_n)$. Since this does not depend on $y$ or $z$, a plane conserves transverse momentum.

\section{One plane}

The motion along $x$ obeys $-\tfrac12\psi''+S\delta(x)\psi=\tfrac12k_x^2\psi$. Integration across $x=0$ gives $\psi'(0^+)-\psi'(0^-)=2S\psi(0)$. Take $k_x>0$, with $\psi=e^{ik_xx}+re^{-ik_xx}$ on the left and $te^{ik_xx}$ on the right. Continuity gives $r=t-1$, and the slope condition becomes
\begin{equation}
ik_x t-ik_x(1-r)=2ik_x(t-1)=2St
\quad\Rightarrow\quad t=\frac{1}{1+iS/k_x}.
\end{equation}
With $T(\mu)=|t|^2$ and $R(\mu)=1-T(\mu)$,
\begin{equation}
\frac{R(\mu)}{T(\mu)}=\frac{S^2}{k_x^2}=\frac{\beta}{\mu^2},\qquad
\beta=\frac{S^2}{k^2}=\frac{R}{1-R},
\label{plane}
\end{equation}
where $R$ without an argument means $R(1)$. Electrons at grazing incidence are reflected most strongly.

\section{Reversal rate from random planes}

Let a length $L$ contain $N=L/d$ planes. Conservation of energy and transverse momentum leaves $-k_x$ as the one final state different from $k_x$. The matrix element is $(S/L)\sum_n e^{2ik_xx_n}$ and its mean square is $(S^2N/L^2)F(2k_x)$, with
\begin{equation}
F(q)=\frac1N\Big\langle\Big|\sum_n e^{iqx_n}\Big|^2\Big\rangle .
\end{equation}
The density of final states with one sign of $k_x$ is $L/(2\pi|k_x|)$. The golden rule then gives the reversal rate
\begin{equation}
\Gamma=2\pi\,\frac{S^2N}{L^2}F\,\frac{L}{2\pi|k_x|}
=\frac{S^2}{d\,k\mu}F=\frac{v\mu}{d}\,\frac{\beta}{\mu^2}\,F(2k\mu).
\label{rate}
\end{equation}
For $F=1$ this is the rate $v\mu/d$ of meeting planes times $\beta/\mu^2$.

To find $F$, let the gaps be independent and Gaussian with mean $d$ and standard deviation $s\ll d$. One gap contributes the mean phase factor $\phi=e^{iqd-q^2s^2/2}$, and $m$ gaps contribute $\phi^m$. For many planes,
\begin{equation}
F=1+2\,\mathrm{Re}\sum_{m=1}^{\infty}\phi^m=\mathrm{Re}\,\frac{1+\phi}{1-\phi}
=\frac{1-|\phi|^2}{|1-\phi|^2}.
\end{equation}
The last step multiplies numerator and denominator by $1-\phi^*$. At $q=2k\mu$, $|\phi|=e^{-2(k\mu s)^2}$, so $F\to1$ when $k\mu s\gg1$. This is the sense in which the planes must be random: their spacing must be uncertain on the scale of the electron wavelength.

The rate was tested where $F$ differs from 1. Exact waves were sent through 200 weak planes ($k=0.15$, $d=20$, $s=5$, $\beta=10^{-5}$) and averaged over 4000 arrangements. They gave $F=1.84$, against 1.86 from the formula; the sampling error is near 2\%.

\section{The Boltzmann equation and the factor 2}

Write the distribution as $f_0+g$. The force on an electron is $-E$, and $\partial f_0/\partial k_x=v_x\,\partial f_0/\partial\varepsilon$. To first order in $E$, the steady state obeys
\begin{equation}
-E\,v_x\frac{\partial f_0}{\partial\varepsilon}
=-\frac{g}{\tau}-\Gamma\,[\,g(k_x)-g(-k_x)\,].
\end{equation}
Isotropic bulk scattering also returns electrons in proportion to the angular average of $g$. The left side is odd in $k_x$ and $\Gamma$ is even, so $g$ is odd and that average vanishes. For the same reason $g(k_x)-g(-k_x)=2g(k_x)$: a reversal removes an electron from one direction and adds it to the opposite one, so it changes the current by twice the electron's contribution. Hence
\begin{equation}
g=E\,v_x\tau^*\frac{\partial f_0}{\partial\varepsilon},\qquad
\frac1{\tau^*}=\frac1\tau+2\Gamma=\frac1\tau\left(1+\frac{\alpha}{\mu}\right),\qquad
\alpha=\frac{2l\beta}{d},
\label{tau}
\end{equation}
where $F=1$ and $2\Gamma\tau=2(l\mu/d)(\beta/\mu^2)$ were used.

The usual form without the 2 can still fit data, but its parameter is then an effective one, defined by $R_{\rm eff}/(1-R_{\rm eff})=2R/(1-R)$. It is not the reflection probability of a delta plane at normal incidence.

\section{The conductivity}

The current density is $j=-2\int d^3k'\,v_xg/(2\pi)^3$, with 2 for spin. In a degenerate metal $-\partial f_0/\partial\varepsilon$ is a delta function at the Fermi energy. With $d^3k'=2\pi k'^2\,dk'\,d(\cos\theta)$ and $dk'=d\varepsilon/v$,
\begin{equation}
\sigma=\frac{2}{(2\pi)^3}\,\frac{2\pi k^2}{v}\,v^2\;2\!\int_0^1\!\mu^2\tau^*\,d\mu
=\frac{k^2v}{\pi^2}\int_0^1\mu^2\tau^*\,d\mu .
\end{equation}
Without planes, $\sigma_0=k^2l/(3\pi^2)$. This equals $n\tau$, since the density is $n=k^3/(3\pi^2)$. Dividing,
\begin{equation}
\frac{\rho_0}{\rho}=\frac{\sigma}{\sigma_0}=3\int_0^1\frac{\mu^2}{1+\alpha/\mu}\,d\mu=3\int_0^1\frac{\mu^3}{\mu+\alpha}\,d\mu .
\label{integral}
\end{equation}
Because $(\mu+\alpha)(\mu^2-\alpha\mu+\alpha^2)=\mu^3+\alpha^3$,
\begin{equation}
\frac{\mu^3}{\mu+\alpha}=\mu^2-\alpha\mu+\alpha^2-\frac{\alpha^3}{\mu+\alpha}.
\end{equation}
Term-by-term integration gives Eq.~(\ref{ms}); the logarithm is $\ln[(1+\alpha)/\alpha]$.

\section{Two limits and Matthiessen's rule}

For small $\alpha$ the bracket in Eq.~(\ref{ms}) gives $\rho_0/\rho\simeq1-3\alpha/2$, so
\begin{equation}
\rho/\rho_0\simeq1+\tfrac32\alpha .
\end{equation}
For large $\alpha$, expand the integrand of Eq.~(\ref{integral}) as $\mu^3/\alpha-\mu^4/\alpha^2+\dots$:
\begin{equation}
\frac{\rho_0}{\rho}\simeq\frac{3}{4\alpha}\left(1-\frac{4}{5\alpha}\right)
\quad\Rightarrow\quad
\frac{\rho}{\rho_0}\simeq\frac{4\alpha}{3}+\frac{16}{15}.
\end{equation}

The product $\alpha\rho_0=(2l\beta/d)\,3\pi^2/(k^2l)=6\pi^2\beta/(k^2d)$ does not contain $l$. The increment $\rho-\rho_0$ is therefore this constant times a coefficient that is $3/2$ for weak planes and $4/3$ for strong ones. Matthiessen's rule would require one coefficient throughout. The cause is visible in Eq.~(\ref{tau}): $v_x\tau^*$ varies as $\mu$ for weak planes but as $\mu^2$ for strong ones, so the current shifts towards directions near the field, where delta planes reflect less. In general the current moves to the directions with the smaller reversal rate; for reflection independent of angle (see below) it moves away from the field, and the coefficient falls in the same ratio, from $3/4$ to $2/3$.

\section{Why $R/(1-R)$ survives at finite reflection}

The golden rule holds for weak scattering, where $R$ and $R/(1-R)$ agree. To go further, treat each plane as a boundary that passes intensities, without interference. Take equal spacings $d$.

At fixed total energy, write the deviation from equilibrium as $(-\partial f_0/\partial\varepsilon)\,G_\pm(x,\mu)$, with $\pm$ the direction along $x$. The electrostatic potential is contained in the total energy, so no force term appears. Let $A(x)$ be the angular average of $G$. Between planes,
\begin{equation}
l\mu\,\frac{dG_+}{dx}=A-G_+,\qquad l\mu\,\frac{dG_-}{dx}=G_--A .
\end{equation}
With $a=(G_++G_-)/2$ and $h=(G_+-G_-)/2$, half the sum and half the difference of these equations are
\begin{equation}
l\mu\,\frac{da}{dx}=-h,\qquad l\mu\,\frac{dh}{dx}=A-a .
\label{ah}
\end{equation}

At a plane, let the superscripts $L$ and $P$ mark the left and right sides. Here $R$ and $T$ are taken at the given $\mu$. The outgoing intensities are
\begin{equation}
G_+^P=TG_+^L+RG_-^P,\qquad G_-^L=TG_-^P+RG_+^L .
\end{equation}
Since $R=1-T$, both $G_+^P-G_-^P$ and $G_+^L-G_-^L$ equal $T(G_+^L-G_-^P)$. Thus $h$ is continuous, with $2h_p=T(G_+^L-G_-^P)$. Using $a^L=G_+^L-h_p$ and $a^P=G_-^P+h_p$,
\begin{equation}
a^L-a^P=\frac{2h_p}{T}-2h_p=2h_p\,\frac{R(\mu)}{T(\mu)} .
\end{equation}
In the periodic steady state every $G$ falls by the same electrochemical drop $\Delta$ per period. Adding the continuous fall of $a$ and its jump,
\begin{equation}
\Delta=\frac{1}{l\mu}\int_0^d h\,dx+2h_p\frac{\beta}{\mu^2}.
\label{drop}
\end{equation}

\textbf{Long free path.} By Eq.~(\ref{ah}), $h$ changes little within a period if $l\gg d$ at fixed $\beta$, apart from a small range of grazing directions. Then $h_p=h$ and
\begin{equation}
h=\frac{\Delta}{d}\,\frac{l\mu}{1+\alpha/\mu}.
\end{equation}
The current is proportional to $\int_0^1\mu h\,d\mu$, which is the integral in Eq.~(\ref{integral}). The ratio $R/(1-R)$ has appeared at finite $R$, because a reflected electron meets the neighbouring planes again.

\textbf{Weak planes, any $l/d$.} Put $J=\int_0^1\mu h\,d\mu$. It does not depend on $x$, since $\int_0^1(A-a)\,d\mu=0$. Multiply Eq.~(\ref{drop}) by $\mu^2$ and integrate:
\begin{equation}
\frac{\Delta}{3}=\frac{Jd}{l}+2\beta\int_0^1h_p\,d\mu .
\end{equation}
To lowest order $h_p$ has its bulk form $3J\mu$, and the last integral is $3J/2$. Without planes $\Delta l/(3dJ)=1$, so this quantity is $\rho/\rho_0$, and it equals $1+3\alpha/2$ whatever $l/d$ is.

A numerical solution of the layered equations, which does not use the rate (\ref{rate}), tests these statements. For $l/d=20$, $\beta=0.0125$ it gives $\rho/\rho_0=1.701$, as does Eq.~(\ref{ms}). For $l/d=100$, $\beta=0.25$ both give 67.73. For $l/d=0.3$, $\beta=10^{-4}$ the increment divided by $\alpha$ is 1.50, against $3/2$; the value 1.502 obtained with 80 cells per period carries a discretization error of about 0.003, and the converged value is 1.499.

\section{Where the model fails}

\textbf{Interference.} Two equal planes separated by a phase $\theta$ have $1/T_{12}=|1-r^2e^{2i\theta}|^2/T^2$, whose phase average is $(1+R^2)/T^2$. At normal incidence $1/T=1+\beta$ and $R/T=\beta$, so
\begin{equation}
\left\langle\frac{R_{12}}{T_{12}}\right\rangle=(1+\beta)^2+\beta^2-1=2\beta+2\beta^2 .
\end{equation}
Adding intensities gives $2\beta$, so coherence adds the relative amount $\beta$ to this average. The excess is weakened if bulk scattering interrupts the round trip $2d$ between the planes; $\beta e^{-2d/l}$ is a rough estimate of what remains.

The average of $R_{12}/T_{12}$ describes a single channel, however. In a film, many transverse channels with different $k_x$, and so different phases, carry current in parallel, and it is the transmission that is averaged. For the pair this gives $\langle T_{12}\rangle=T^2/(1-R^2)=1/(1+2\beta)$, exactly the value found by adding intensities.

For more planes the excess in the average ratio grows. Two scatterers with ratios $p_1$ and $p_2$ of reflection to transmission have the phase average $p_{12}=p_1+p_2+2p_1p_2$, so $1+2p_{12}=(1+2p_1)(1+2p_2)$. Hence $N$ coherent planes have the average ratio $[(1+2\beta)^N-1]/2$, which is far above the incoherent $N\beta$ once $2N\beta$ is large. Rare phases dominate this average, but the mean transmission of a long coherent row also falls below its incoherent value, through localization in one dimension. One free path holds about $N=l/d$ planes, for which $2N\beta=\alpha$. For large $\alpha$ with $l\gg d$, Eq.~(\ref{ms}) therefore needs some other process that destroys phase.

\textbf{Angle dependence.} Equation~(\ref{plane}) belongs to a delta barrier. If $R/T=\beta$ at all angles, then $2\Gamma\tau=\alpha\mu$ and
\begin{equation}
\frac{\rho_0}{\rho}=3\int_0^1\frac{\mu^2}{1+\alpha\mu}\,d\mu\simeq1-\frac{3\alpha}{4}.
\end{equation}
To first order this agrees with the commonly written formula, whose parameter is $\alpha/2$. The leading terms at large $\alpha$ also agree, $\rho/\rho_0\simeq2\alpha/3$, and the two functions differ by at most about 2\% in between. The parameter of the usual formula is therefore close to the reflection probability of planes that reflect equally at all angles.

\section{Example: an indium film}

Indium is treated as a free-electron metal with three electrons per atom. Rough material values are a density of 7.3~g/cm$^3$ and bulk resistivities of 8.0~$\mu\Omega\,$cm for the warm case and 1.8~$\mu\Omega\,$cm near 77~K. The warm case is labelled 300~K below, although 8.0 is the value usually tabulated at 273~K; taking 8.8 instead raises the film value to 10.7~$\mu\Omega\,$cm and leaves the grain-boundary increment at 1.94. The chosen film has $d=20$~nm, $s=5$~nm, $R=0.20$ and thickness $t=100$~nm.

With molar mass 114.8~g/mol, $n=3(7.3/114.8)N_A=1.15\times10^{23}$~cm$^{-3}$. Then $k=(3\pi^2n)^{1/3}=15.0$~nm$^{-1}$ and the Fermi energy is 8.62~eV. The reflection gives $\beta=0.20/0.80=0.25$. Since $\hbar v$ is twice the Fermi energy divided by $k$, the plane strength is $S=\hbar v\sqrt\beta=(2\times8.62/15.04)\times0.5=0.573$~eV\,nm.

In ordinary units $l=\hbar k/(ne^2\rho_0)$, which is 6.72~nm at 300~K and, in proportion to $1/\rho_0$, 29.9~nm at 77~K. Therefore
\begin{align}
300\ \mathrm{K}:\quad&\alpha=2(0.336)(0.25)=0.168,\nonumber\\
&\rho_0/\rho=3(0.3333-0.0840+0.0282-0.0092)=0.805,\\
77\ \mathrm{K}:\quad&\alpha=2(1.494)(0.25)=0.747,\nonumber\\
&\rho_0/\rho=3(0.3333-0.3735+0.5580-0.3541)=0.491.
\end{align}
The film resistivities are $8.0\times1.242=9.9$ and $1.8\times2.036=3.7$~$\mu\Omega\,$cm. The grain-boundary increment falls from 1.94 to 1.87~$\mu\Omega\,$cm on cooling, about 4\%, as the change of coefficient requires. The usual $\alpha$ with the same $R$ would give 9.0 and 2.8~$\mu\Omega\,$cm; it needs $R_{\rm eff}=0.33$ to reproduce the values found here.

The table sizes the neglected effects in per cent, each taken alone. The surface entry is relative to a film without grain boundaries; the other entries are changes of the film resistivity found above, with the remaining settings held fixed.

\begin{center}
\begin{tabular}{lrr}
Effect & 300 K & 77 K\\ \hline
Discrete, equally spaced planes & $-0.6$ & $-0.2$\\
Diffuse film surfaces (no grain boundaries) & $2.6$ & $12.5$\\
Fermi-surface area cut by 20\% & $5$ & $12$\\
Angle-independent reflection & $-9$ & $-24$
\end{tabular}
\end{center}

Interference is not in the table. The rough estimate $\beta e^{-2d/l}$ in the numerical output, 0.07\% at 300~K and 7\% at 77~K, is the relative excess of the phase-averaged $R/T$ for an isolated pair of planes in one channel. Because the transverse channels conduct in parallel, it is not a change of the film resistivity. The cancellation holds for a pair only: at $\beta=0.25$ the transmission summed over channels lies about 4\% below the incoherent value for three fully coherent planes and 9\% below for four. The effect of interference on the film at 77~K is not sized here.

The surface entry is relative to a film without grain boundaries. An electron that left a diffuse surface a distance $z$ away has regained the fraction $1-e^{-z/(lu)}$ of its bulk response, where $u$ is the cosine of its angle to the film normal. For $t\gg l$ the relative loss of conductivity is $\tfrac32(l/t)\int_0^1(1-u^2)u\,du=3l/(8t)$, or 2.5\% at 300~K. For the Fermi-surface entry, $\rho_0$ and $\beta$ are fixed, so $l$ and $\alpha$ grow by $1/0.8$. Residual spacing order and thermal smearing change the result by less than 0.01\%.

\section{The model beside real films}

A grain size of 20~nm is at the fine end for indium, whose low melting point favours grain growth; grains of 100~nm or more are plausible and would reduce $\alpha$ in proportion to $1/d$. Fits to metal films with the usual $\alpha$ often give reflection values of roughly 0.1 to 0.5. The value to compare with them is $R_{\rm eff}=0.33$, which is not extreme. Real boundaries are neither parallel planes nor delta barriers, and indium's Fermi surface is not a single sphere. Of the effects sized here, the angle dependence of reflection matters most: at 77~K, angle-independent reflection moves the film value from 3.7 to about 2.8~$\mu\Omega\,$cm. This fixes neither the size nor the sign of the effect. A barrier of width $w$ acts as a delta function only for $kw\ll1$, which in indium means $w$ below about 0.05~nm, less than one atom. Rectangular barriers with the same $R=0.20$ at normal incidence and widths 0.1, 0.2 and 0.3~nm reflect oblique electrons more strongly and give about 4.3, 7.1 and 15~$\mu\Omega\,$cm. A reflection probability fitted to resistivity thus carries the assumed barrier shape with it, and should be quoted together with the definition of $\alpha$. The full set of values is in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Narrow barrier R/T: 0.2503; delta: 0.2500
Random planes, rate factor F: waves 1.842
Random planes, rate factor F: formula 1.856
Layers l/d=20, beta=0.0125: rho/rho0 1.7006
  homogenized formula: 1.7006
Layers l/d=100, beta=0.25: rho/rho0 67.733
  homogenized formula: 67.733
Layers l/d=0.3, first-order slope: 1.502
Small-alpha slope: 1.4999
Large-alpha offset: 1.0666
Indium mass density (rough): 7.3 g/cm3
Indium molar mass: 114.8 g/mol; valence 3
Electron density: 1.149e+23 cm^-3
Fermi wavenumber: 15.04 nm^-1
Fermi energy: 8.62 eV
Spacing d: 20 nm; deviation s: 5 nm
Film thickness: 100 nm
Plane R: 0.200; beta: 0.250
Plane strength S: 0.573 eV nm
Effective R in usual form: 0.333
--- 300 K, bulk rho0 (rough): 8.0 uohm cm
Free path l: 6.72 nm; l/d: 0.336
alpha: 0.1681; rho/rho0: 1.2422
Film rho: 9.94 uohm cm
Grain-boundary increment: 1.938 uohm cm
Film rho, usual alpha, same R: 8.98 uohm cm
Change, discrete planes: -0.60 %
Interference, rough estimate: 0.07 %
Change, spacing order: -6.0e-06 %
Change, thermal smearing: -1.4e-03 %
Change, diffuse surfaces (bulk l): 2.6 %
Change, Fermi area cut by 20 %: 4.7 %
Change, angle-independent R: -9.4 %
--- 77 K, bulk rho0 (rough): 1.8 uohm cm
Free path l: 29.88 nm; l/d: 1.494
alpha: 0.7470; rho/rho0: 2.0361
Film rho: 3.67 uohm cm
Grain-boundary increment: 1.865 uohm cm
Film rho, usual alpha, same R: 2.75 uohm cm
Change, discrete planes: -0.23 %
Interference, rough estimate: 6.55 %
Change, spacing order: -2.6e-06 %
Change, thermal smearing: -1.2e-04 %
Change, diffuse surfaces (bulk l): 12.5 %
Change, Fermi area cut by 20 %: 12.4 %
Change, angle-independent R: -24.1 %
\end{verbatim}
